# Dalgarno's interchange theorem and response errors in mixed second energy derivatives, part 2

We seek the mixed derivative $E_{ab}=\partial^2E/\partial\lambda_a\partial\lambda_b$ of a nondegenerate energy level at $\lambda=0$, and the effect on it of errors in approximate responses. The Hamiltonian $H(\lambda_a,\lambda_b)$ is Hermitian, the parameters are real and the state $\psi(\lambda)$ is normalized. Subscripts $a,b$ denote partial derivatives at $\lambda=0$; $H_0,E_0,\psi_0$ are the exactly known unperturbed quantities, and $\langle H_{ab}\rangle=\langle\psi_0|H_{ab}|\psi_0\rangle$. Units are SI. For a nuclear displacement and a field, $-E_{ab}$ is the dynamical charge. Define

$$P=1-|\psi_0\rangle\langle\psi_0|,\qquad A=H_0-E_0,\qquad |w_a\rangle=PH_a|\psi_0\rangle,\quad |w_b\rangle=PH_b|\psi_0\rangle. \tag{3}$$

$P$ projects on the $P$ space, orthogonal to $\psi_0$. $A$ is Hermitian and invertible there; for the ground state it is also positive there, with smallest eigenvalue $\Delta=E_1-E_0$. The eigenstates of $H_0$ are $|n\rangle$, with energies $E_n$ and $|0\rangle=\psi_0$. The responses $\psi_a,\psi_b$ lie in the $P$ space and satisfy

$$A|\psi_a\rangle=-|w_a\rangle,\qquad\text{and likewise}\qquad A|\psi_b\rangle=-|w_b\rangle. \tag{7}$$

The earlier results are

$$\frac{\partial E}{\partial\lambda_b}(\lambda)=\Big\langle\psi(\lambda)\Big|\frac{\partial H}{\partial\lambda_b}(\lambda)\Big|\psi(\lambda)\Big\rangle. \tag{9}$$

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle. \tag{12}$$

$$\langle\psi_a|w_b\rangle=-\langle\psi_a|A|\psi_b\rangle=-\langle A\psi_a|\psi_b\rangle=\langle w_a|\psi_b\rangle=\langle\psi_b|w_a\rangle^*. \tag{13}$$

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_b|w_a\rangle=\langle H_{ab}\rangle-2\,\mathrm{Re}\langle\psi_a|A|\psi_b\rangle. \tag{14}$$

An approximate response $\phi_a$ has error $\delta_a$ and residual $r_a$, and likewise for $b$:

$$\phi_a=\psi_a+\delta_a,\qquad P\delta_a=\delta_a, \tag{16}$$

$$|r_a\rangle=A|\phi_a\rangle+|w_a\rangle=A|\psi_a\rangle+A|\delta_a\rangle+|w_a\rangle=A|\delta_a\rangle, \tag{20}$$

The nonstationary, one-response form and its error are

$$N_a[\phi_a]=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\phi_a|w_b\rangle, \tag{17}$$

$$N_a[\phi_a]-E_{ab}=2\,\mathrm{Re}\langle\delta_a|w_b\rangle=-2\,\mathrm{Re}\langle\delta_a|A|\psi_b\rangle. \tag{18}$$

$$N_a-E_{ab}=-2\,\mathrm{Re}\langle r_a|\psi_b\rangle,\qquad |N_a-E_{ab}|\le2\,\|r_a\|\,\|\psi_b\|. \tag{21}$$

$N_b[\phi_b]$ is defined with the labels exchanged.

### The stationary form

An expression insensitive to first-order errors can be built from both responses. Consider

$$W[\phi_a,\phi_b]=\langle H_{ab}\rangle+2\,\mathrm{Re}\big[\langle\phi_a|A|\phi_b\rangle+\langle\phi_a|w_b\rangle+\langle w_a|\phi_b\rangle\big]. \tag{22}$$

Its structure follows from asking that the variation with respect to $\phi_a$ vanish at the solution for $b$ and conversely: the terms containing $\phi_a$ combine to $\langle\phi_a|(A\phi_b+w_b)\rangle$, and those containing $\phi_b$ to $\langle(A\phi_a+w_a)|\phi_b\rangle$. To find its value for trial responses, insert (16) in each of the three terms and write $w=-A\psi$ from (7). The first term gives four pieces,

$$\langle\phi_a|A|\phi_b\rangle=\langle\psi_a|A|\psi_b\rangle+\langle\delta_a|A|\psi_b\rangle+\langle\psi_a|A|\delta_b\rangle+\langle\delta_a|A|\delta_b\rangle, \tag{23}$$

and the other two give two pieces each,

$$\langle\phi_a|w_b\rangle=-\langle\psi_a|A|\psi_b\rangle-\langle\delta_a|A|\psi_b\rangle,\qquad\langle w_a|\phi_b\rangle=-\langle\psi_a|A|\psi_b\rangle-\langle\psi_a|A|\delta_b\rangle. \tag{24}$$

In the sum, $\langle\delta_a|A|\psi_b\rangle$ appears once with each sign and cancels, and so does $\langle\psi_a|A|\delta_b\rangle$. The term $\langle\psi_a|A|\psi_b\rangle$ appears with coefficients $+1,-1,-1$, in total $-1$, which with $\langle H_{ab}\rangle$ is the last form of (14). What remains is

$$W[\phi_a,\phi_b]-E_{ab}=2\,\mathrm{Re}\langle\delta_a|A|\delta_b\rangle. \tag{25}$$

This too is exact. The error is bilinear: it contains one factor of each response error and no term in $\delta_a$ or $\delta_b$ alone, nor in $\delta_a^2$ or $\delta_b^2$. It vanishes if either response is exact, whatever the other may be. With $\delta=A^{-1}r$ from (20) it equals $2\,\mathrm{Re}\langle r_a|A^{-1}|r_b\rangle$.

For the ground state, define $\|v\|_A=\langle v|A|v\rangle^{1/2}$ on the $P$ space. In the eigenbasis $\langle u|A|v\rangle=\sum_{n\ne0}(\sqrt{E_n-E_0}\,u_n)^*(\sqrt{E_n-E_0}\,v_n)$, an ordinary scalar product of rescaled vectors, so the Cauchy–Schwarz inequality gives $|\langle u|A|v\rangle|\le\|u\|_A\|v\|_A$. Applied to (18) and (25),

$$|N_a-E_{ab}|\le2\,\|\delta_a\|_A\,\|\psi_b\|_A,\qquad|W-E_{ab}|\le2\,\|\delta_a\|_A\,\|\delta_b\|_A\le\frac{2\,\|r_a\|\,\|r_b\|}{\Delta}. \tag{26}$$

The last step uses $\|\delta\|_A^2=\sum_{n\neq0}|r_n|^2/(E_n-E_0)\le\|r\|^2/\Delta$. The two bounds differ by the factor $\|\delta_b\|_A/\|\psi_b\|_A$, the relative error of the second response.

The relation between the two forms is direct. Setting $\phi_b=0$ in (22) removes the first and third terms in the bracket, so

$$N_a[\phi_a]=W[\phi_a,0]. \tag{27}$$

The nonstationary form is the stationary one evaluated with the trial response $\phi_b=0$, whose error is $\delta_b=-\psi_b$, a relative error of one. Putting this in (25) reproduces (18). One power of the small quantity is lost because the second factor of the bilinear error is not small. Alternatively, collecting the first and third terms of the bracket in (22) by means of (20),

$$W[\phi_a,\phi_b]=N_a[\phi_a]+2\,\mathrm{Re}\langle r_a|\phi_b\rangle. \tag{28}$$

By (21) the added term is minus the error of $N_a$, estimated with $\phi_b$ in place of $\psi_b$. Even a crude $\phi_b$ is useful here: a second response good to ten percent in the $A$ norm reduces the error bound tenfold. If the error is to stay below $\tau$ times the scale $2\|\psi_a\|_A\|\psi_b\|_A$, (26) shows that for $N_a$ one response with relative $A$-norm error $\tau$ is sufficient, while for $W$ two responses with relative error $\sqrt\tau$ each are sufficient. By (14) this scale bounds $|E_{ab}-\langle H_{ab}\rangle|$, but $|E_{ab}|$ can be much smaller than it, and the error relative to $E_{ab}$ is then correspondingly larger.

For $a=b$ with the same trial function in both places, (25) reads $W[\phi_a,\phi_a]-E_{aa}=2\|\delta_a\|_A^2\ge0$ for the ground state. This is the Hylleraas minimum principle: the diagonal functional lies above the exact value. The mixed functional has no such property. Choosing $\delta_b=\pm c\,\delta_a$, with $c>0$ a constant that carries the ratio of units, gives $W-E_{ab}=\pm2c\,\|\delta_a\|_A^2$, so the exact responses are a saddle point of $W$. Minimizing $W$ over both arguments diverges, and the direction in which $W$ moves during an iteration says nothing about convergence. The diagonal case also shows that linearity of the error has nothing to do with $a\neq b$: the one-response form $N_a$ for $E_{aa}$ has the error $2\,\mathrm{Re}\langle\delta_a|w_a\rangle$, linear in a general $\delta_a$.

### Galerkin solutions

Let $S$ be a linear subspace of the $P$ space, and let $\phi_a\in S$ be the Galerkin (Ritz) solution of (7), defined by the vanishing of the residual within $S$:

$$\langle\chi|r_a\rangle=\langle\chi|A|\delta_a\rangle=0\quad\text{for all }\chi\in S. \tag{29}$$

For the ground state this is the condition that $\phi_a$ minimize the Hylleraas functional $W[\phi_a,\phi_a]$ of perturbation $a$ within $S$, since the variation of $2\|\delta_a\|_A^2$ along $\chi$ is $4\,\mathrm{Re}\langle\chi|A|\delta_a\rangle$, and replacing $\chi$ by $i\chi$ gives the imaginary part. The complex conjugate of (29) is $\langle\delta_a|A|\chi\rangle=0$, so this quantity may be added to (18) for any $\chi\in S$:

$$N_a-E_{ab}=2\,\mathrm{Re}\langle\delta_a|A|(\chi-\psi_b)\rangle\quad\text{for all }\chi\in S. \tag{30}$$

Take for $\chi$ the Galerkin solution $\phi_b$ of the $b$ equation in the same $S$, whether or not it is ever computed. Then $\chi-\psi_b=\delta_b$, and

$$N_a-E_{ab}=2\,\mathrm{Re}\langle\delta_a|A|\delta_b\rangle. \tag{31}$$

The one-response form then has the bilinear error of the stationary form. Equation (28) says the same thing: $\phi_b\in S$ makes $\langle r_a|\phi_b\rangle=0$ by (29), so $W=N_a$, and the argument with labels exchanged gives $W=N_b$. In a common subspace the three expressions coincide, and the interchange theorem holds exactly for the approximate responses.

The gain is real only if $S$ can represent $\psi_b$. If $S$ is $A$-orthogonal to $\psi_b$, then $\phi_b=0$, $\delta_b=-\psi_b$, and (31) is the linear error again. The conjugate-gradient method started from zero minimizes the Hylleraas functional, in exact arithmetic, over the space spanned by $w_a,Aw_a,A^2w_a,\dots$, so its iterates are Galerkin solutions in a space built for $a$. For the diagonal derivative, (31) with $b=a$ gives $2\|\delta_a\|_A^2$, so the error of $N_a$ is quadratic in the error of the response. For a mixed derivative that space need not approach $\psi_b$ as $\delta_a$ shrinks, and the bilinear bound in (26) then falls only in proportion to $\|\delta_a\|_A$, not to its square. The error itself can vary irregularly and change sign within this bound. A polarizability that looks converged is therefore no evidence that dynamical charges taken from the same field response are converged equally well.

### Self-consistent theories

The argument uses only the stationarity of the energy, and it carries over to any theory in which $E(\lambda)=\mathcal E(x(\lambda),\lambda)$, where $x$ is a set of real variables fixed by $\partial\mathcal E/\partial x_i=0$. Complex coefficients are split into real and imaginary parts, and constraints are included by counting Lagrange multipliers among the $x_i$. Redundant variables, whose change leaves $\mathcal E$ the same, must be fixed beforehand, since they would make the Hessian below singular. Examples are the phase of a complex orbital and a rotation among equally occupied orbitals. At $\lambda=0$ define the symmetric Hessian $\mathcal A_{ij}=\partial^2\mathcal E/\partial x_i\partial x_j$, assumed invertible, the vectors $(g_a)_i=\partial^2\mathcal E/\partial x_i\partial\lambda_a$, and the explicit derivative $\mathcal E_{ab}=\partial^2\mathcal E/\partial\lambda_a\partial\lambda_b$ at fixed $x$. Differentiating the stationarity condition along $x(\lambda)$ by the chain rule gives the analogue of (7),

$$\mathcal A\,x_a=-g_a. \tag{32}$$

The chain rule for the energy gives $\partial E/\partial\lambda_b=\partial\mathcal E/\partial\lambda_b+\sum_i(\partial\mathcal E/\partial x_i)(\partial x_i/\partial\lambda_b)$, and the sum vanishes at every $\lambda$ by stationarity. This is the analogue of (9). Differentiating $\partial\mathcal E/\partial\lambda_b$, evaluated at $(x(\lambda),\lambda)$, with respect to $\lambda_a$,

$$E_{ab}=\mathcal E_{ab}+g_b\cdot x_a=\mathcal E_{ab}-x_b\cdot\mathcal A\,x_a=\mathcal E_{ab}+g_a\cdot x_b, \tag{33}$$

where (32) and the symmetry of $\mathcal A$ were used as in (13). For trial vectors $y=x+\delta$, the form $N_a=\mathcal E_{ab}+g_b\cdot y_a$ has the error $g_b\cdot\delta_a$, and $W=\mathcal E_{ab}+y_a\cdot\mathcal Ay_b+y_a\cdot g_b+g_a\cdot y_b$ has the error $\delta_a\cdot\mathcal A\,\delta_b$, by the cancellation shown in (23) and (24), which used only the linear equation and the symmetry of the operator.

In Kohn–Sham theory, assume a fixed basis, fixed integer occupations with a gap, and parameters that enter only through a local external potential $v(\mathbf r;\lambda)$. The kinetic, Hartree and exchange-correlation terms then have no explicit dependence on $\lambda$, so $\partial E/\partial\lambda_b=\int n(\mathbf r;\lambda)\,\partial v/\partial\lambda_b\,d^3r$, and one more derivative gives the electronic part

$$E_{ab}=\int n_0\,v_{ab}\,d^3r+\int n_a\,v_b\,d^3r=\int n_0\,v_{ab}\,d^3r+\int n_b\,v_a\,d^3r. \tag{34}$$

An error $\delta n_a$ in the response density changes this by $\int\delta n_a\,v_b\,d^3r$, which is linear. In (34), $n_a$ is the full self-consistent change of the density and $v_b$ is the bare external perturbation. To see what other pairings do, let $K$ be the Hartree plus exchange-correlation kernel, so that the Kohn–Sham potential changes by $v_b^{\rm scf}=v_b+Kn_b$. Using $v_b^{\rm scf}$ in (34) adds $\iint n_aKn_b$, which counts the screening twice. Pairing the bare $v_b$ with the response of noninteracting orbitals to the bare $v_a$ omits the screening altogether.

A model small enough to write out has two electrons of opposite spin in one real orbital $\psi(x)$ in one dimension, with density $n=2\psi^2$, one-electron Hamiltonian $h(\lambda)$ with local potential $v$, and a local Hartree term of strength $g$ (unit J m) built from the total density:

$$\mathcal E=2\!\int\!\psi h\psi\,dx+\frac g2\!\int\!n^2dx-2\varepsilon\Big(\!\int\!\psi^2dx-1\Big). \tag{35}$$

The Hartree term includes the repulsion of each electron with itself, as it does in Kohn–Sham theory before exchange is added. The expectation value of a true contact repulsion $g\,\delta(x_1-x_2)$ between the two electrons would be half as large, $\tfrac g4\int n^2dx$. Since $\tfrac g2n^2=2g\psi^4$, the variation with respect to $\psi$ is $4h\psi+8g\psi^3-4\varepsilon\psi$, and $8g\psi^3=4gn\psi$, so the orbital equation is $(h+gn-\varepsilon)\psi=0$. Its derivative with respect to $\lambda_a$ is

$$(h_0+gn_0-\varepsilon_0)\psi_a+g\,n_a\psi_0+v_a\psi_0-\varepsilon_a\psi_0=0,\qquad n_a=4\psi_0\psi_a. \tag{36}$$

The screening term is $gn_a\psi_0=4g\psi_0^2\psi_a=2gn_0\psi_a$. Normalization of the real orbital gives $\int\psi_0\psi_a\,dx=0$, so $P\psi_a=\psi_a$. Applying $P$ to (36) removes the term in $\varepsilon_a$ and leaves

$$A^{\rm scf}\psi_a=-w_a,\qquad A^{\rm scf}=P\,(h_0+gn_0-\varepsilon_0+2gn_0)\,P,\qquad w_a=Pv_a\psi_0. \tag{37}$$

From (34), $\int n_av_b\,dx=4\int\psi_a v_b\psi_0\,dx=4\langle\psi_a|w_b\rangle$, so

$$E_{ab}=\int n_0v_{ab}\,dx+4\langle\psi_a|w_b\rangle. \tag{38}$$

The factor 4 is the factor 2 of (12) times two electrons. $A^{\rm scf}$ is symmetric and (37) has the form of (7), so (13) and (23)–(25) apply with $A\to A^{\rm scf}$ and the prefactor 2 replaced by 4.

The stationary form has an error bilinear in the two response errors, the one-response form shares it for Galerkin solutions in a common subspace, and the interchange theorem carries over to self-consistent theories. What remains is to see where the result fails and to test it numerically on a dynamical charge.
